# The highest occupied Kohn-Sham eigenvalue from the density's decay: a program that tests the result

```python
"""
Ionization potential theorem: if the exact Kohn-Sham (KS) potential vanishes
at infinity, the highest occupied KS eigenvalue equals -I, where
I = E(N-1) - E(N) is the ionization energy.

Main test: two parallel-spin electrons in one dimension, hartree atomic units.
  v_ext : external well          w     : electron-electron repulsion
  Psi   : two-electron state     n     : its density
  f_k   : sqrt(2) <ion state k | Psi>, the removal amplitude
  v_s   : KS potential, found from n alone by Newton inversion
Two further tests treat a Coulomb tail and coupled ion channels.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded

# ---------- model and grid ----------
well_depth, well_width = 2.0, 2.0
rep_height, rep_width = 1.0, 1.5
wall, h = 12.0, 0.15
M = int(round(2 * wall / h)) - 1
x = -wall + h * np.arange(1, M + 1)
v_ext = -well_depth * np.exp(-(x / well_width) ** 2)
w = rep_height * np.exp(-((x[:, None] - x[None, :]) / rep_width) ** 2)
T = (np.diag(np.full(M, 1 / h**2))
     - np.diag(np.full(M - 1, 0.5 / h**2), 1)
     - np.diag(np.full(M - 1, 0.5 / h**2), -1))

# ---------- one-electron ion ----------
e_ion, c_ion = np.linalg.eigh(T + np.diag(v_ext))
psi_ion = c_ion / np.sqrt(h)

# ---------- interacting pair, antisymmetric in space ----------
i_up, j_up = np.triu_indices(M, 1)
n_pair = len(i_up)
cols = np.arange(n_pair)
P = sp.csr_matrix(
    (np.concatenate([np.ones(n_pair), -np.ones(n_pair)]) / np.sqrt(2),
     (np.concatenate([i_up * M + j_up, j_up * M + i_up]),
      np.concatenate([cols, cols]))), shape=(M * M, n_pair))
h_one = sp.csr_matrix(T + np.diag(v_ext))
unit = sp.identity(M, format="csr")
H_free = P.T @ (sp.kron(h_one, unit) + sp.kron(unit, h_one)) @ P
W_pair = sp.diags(w[i_up, j_up])


def interacting_pair(strength):
    """Ground energy, wavefunction and density at a given repulsion."""
    H = (H_free + strength * W_pair).tocsc()
    # The repulsion is positive, so this shift lies below the spectrum.
    shift = e_ion[0] + e_ion[1] - 0.05
    e, c = eigsh(H, k=1, sigma=shift, which="LM", v0=np.ones(n_pair))
    Psi = (P @ c[:, 0]).reshape(M, M) / h
    return e[0], Psi, 2 * h * np.sum(Psi**2, axis=1)


# ---------- KS inversion: Newton iteration on ln n ----------
def ks_solve(v):
    e, c = np.linalg.eigh(T + np.diag(v))
    return e, c, (c[:, 0]**2 + c[:, 1]**2) / h


def invert_density(target, v):
    log_target = np.log(target)
    e, c, dens = ks_solve(v)
    res = log_target - np.log(dens)
    for _ in range(40):
        if np.max(np.abs(res)) < 1e-9:
            break
        response = np.zeros((M, M))
        for o in (0, 1):
            prod = c[:, [o]] * c[:, 2:]
            response += 2 * (prod / (e[o] - e[2:])) @ prod.T
        jac = response / (h * dens[:, None])
        step = np.linalg.lstsq(jac, res, rcond=1e-8)[0]
        t, accepted = 1.0, False
        while t > 1e-3:
            e2, c2, d2 = ks_solve(v + t * step)
            res2 = log_target - np.log(d2)
            if np.linalg.norm(res2) < np.linalg.norm(res):
                accepted = True
                break
            t /= 2
        if not accepted:
            break
        v, e, c, dens, res = v + t * step, e2, c2, d2, res2
    return v, np.max(np.abs(res))


v_s = v_ext.copy()
for strength in (0.2, 0.4, 0.6, 0.8, 1.0):
    E2, Psi, n = interacting_pair(strength)
    v_s, mismatch = invert_density(n, v_s)
assert mismatch < 1e-6
I = e_ion[0] - E2
I_second = e_ion[1] - E2
assert I > 0

# ---------- removal amplitudes ----------
f = np.sqrt(2) * h * Psi @ psi_ion
assert np.allclose(np.sum(f**2, axis=1), n, rtol=1e-7, atol=1e-13)
f0 = f[:, 0]
left = (T + np.diag(v_ext + I)) @ f0
right = -np.sqrt(2) * h * (w * Psi) @ psi_ion[:, 0]
dyson_residual = np.max(np.abs(left - right))
assert dyson_residual < 1e-8
weight0 = h * np.sum(f0**2)

# ---------- zero of the KS potential from its outer plateau ----------
outer = (np.abs(x) > 9.0) & (np.abs(x) < 11.0)
v_s = v_s - np.mean(v_s[outer])
plateau_spread = np.ptp(v_s[outer])
assert plateau_spread < 2e-3
e_ks, c_ks, n_ks = ks_solve(v_s)
assert abs(e_ks[1] + I) < 1e-3
# The agreement is not inherited from the bare well.
assert abs(e_ion[1] + I) > 0.1

# ---------- decay of the density ----------
rate = -0.5 * np.gradient(np.log(n), h)
share_ion = f0**2 / n
share_ks = c_ks[:, 1]**2 / h / n_ks


def at(position):
    return int(np.argmin(np.abs(x - position)))


far = at(7.5)
kappa = np.sqrt(2 * I)
assert abs(rate[far] / kappa - 1) < 0.01
assert share_ion[far] > 0.99 and share_ks[far] > 0.99

# ---------- Coulomb tail: u'/u = -k + Q/(k r) + O(1/r^2) ----------
# Inward integration forgets its arbitrary starting slope.
k_tail, Q_tail, r_tail = 0.8, 1.0, 40.0
slopes = []
for ell in (0, 1):
    sol = solve_ivp(
        lambda r, y: k_tail**2 - 2 * Q_tail / r
        + ell * (ell + 1) / r**2 - y**2,
        (200.0, r_tail), [-0.5 * k_tail], rtol=1e-9, atol=1e-11)
    assert sol.success
    slopes.append(sol.y[0, -1])
slope_formula = -k_tail + Q_tail / (k_tail * r_tail)
assert max(abs(s - slope_formula) for s in slopes) < 1e-3

# ---------- excited channel driven by the ground channel ----------
# (-1/2 d^2/dr^2 + I_b) f_b = -(d/r^2) f_a,  f_a = exp(-k_a r)
k_a, I_b, d = 0.5, 1.125, 1.0
I_a = k_a**2 / 2
r = np.linspace(1.0, 90.0, 8901)
dr = r[1] - r[0]
r_in = r[1:-1]
f_a = np.exp(-k_a * r_in)
bands = np.zeros((3, len(r_in)))
bands[0, 1:] = bands[2, :-1] = -0.5 / dr**2
bands[1] = 1 / dr**2 + I_b
f_b = solve_banded((1, 1), bands, -d / r_in**2 * f_a)
m = int(np.argmin(np.abs(r_in - 60.0)))
ratio_num = f_b[m] / f_a[m]
ratio_formula = -d / (r_in[m]**2 * (I_b - I_a))
ratio_own = np.exp(-(np.sqrt(2 * I_b) - k_a) * r_in[m])
assert abs(ratio_num / ratio_formula - 1) < 0.03
assert abs(ratio_num) > 1e6 * ratio_own

# ---------- report ----------
print(f"well depth {well_depth:.2f} hartree, width {well_width:.2f} bohr")
print(f"repulsion height {rep_height:.2f} hartree, "
      f"width {rep_width:.2f} bohr")
print(f"walls at +-{wall:.1f} bohr, grid spacing {h:.2f} bohr")
print(f"one-electron ground energy E(1) = {e_ion[0]:.5f} hartree")
print(f"one-electron first excited energy = {e_ion[1]:.5f} hartree")
print(f"two-electron energy E(2) = {E2:.5f} hartree")
print(f"ionization energy I = {I:.5f} hartree")
print(f"removal energy to excited ion = {I_second:.5f} hartree")
print(f"norm of leading removal amplitude = {weight0:.5f}")
print(f"residual of its equation = {dyson_residual:.1e} (atomic units)")
print(f"largest mismatch in ln n after inversion = {mismatch:.1e}")
print(f"spread of v_s for 9<|x|<11 bohr = {plateau_spread:.1e} hartree")
print(f"highest occupied KS eigenvalue = {e_ks[1]:.5f} hartree")
print(f"KS eigenvalue + I = {e_ks[1] + I:.1e} hartree")
print(f"lower KS eigenvalue = {e_ks[0]:.5f} hartree")
print(f"lower KS eigenvalue + second removal energy = "
      f"{e_ks[0] + I_second:.5f} hartree")
print(f"sqrt(2I) = {kappa:.5f} 1/bohr")
print("x (bohr), n (1/bohr), rate -n'/(2n) (1/bohr), "
      "ion share, KS share:")
for p in (1.5, 3.0, 4.5, 6.0, 7.5):
    q = at(p)
    print(f"  {x[q]:.1f}  {n[q]:.3e}  {rate[q]:.4f}  "
          f"{share_ion[q]:.5f}  {share_ks[q]:.5f}")
print(f"I from the rate at 7.5 bohr = {rate[far]**2 / 2:.4f} hartree")
print("x (bohr), v_ext (hartree), v_s (hartree):")
for p in (0.0, 1.5, 3.0, 4.5, 6.0, 7.5):
    q = at(p)
    print(f"  {abs(x[q]):.1f}  {v_ext[q]:.5f}  {v_s[q]:.5f}")
print(f"Coulomb tail: kappa = {k_tail:.2f} 1/bohr, Q = {Q_tail:.1f}, "
      f"r = {r_tail:.0f} bohr")
print(f"  u'/u integrated, l=0: {slopes[0]:.5f} 1/bohr")
print(f"  u'/u integrated, l=1: {slopes[1]:.5f} 1/bohr")
print(f"  u'/u from formula: {slope_formula:.5f} 1/bohr")
print(f"coupled channels: I_0 = {I_a:.3f}, I_1 = {I_b:.3f} hartree, "
      f"r = {r_in[m]:.0f} bohr")
print(f"  coupling d/r^2 with d = {d:.1f} hartree bohr^2")
print(f"  f_1/f_0 solved: {ratio_num:.4e}")
print(f"  f_1/f_0 from formula: {ratio_formula:.4e}")
print(f"  ratio of the uncoupled exponentials: {ratio_own:.1e}")
print("all assertions hold")
```

Output:

```
well depth 2.00 hartree, width 2.00 bohr
repulsion height 1.00 hartree, width 1.50 bohr
walls at +-12.0 bohr, grid spacing 0.15 bohr
one-electron ground energy E(1) = -1.54770 hartree
one-electron first excited energy = -0.75071 hartree
two-electron energy E(2) = -2.03067 hartree
ionization energy I = 0.48297 hartree
removal energy to excited ion = 1.27996 hartree
norm of leading removal amplitude = 0.98473
residual of its equation = 4.1e-14 (atomic units)
largest mismatch in ln n after inversion = 4.5e-12
spread of v_s for 9<|x|<11 bohr = 6.6e-05 hartree
highest occupied KS eigenvalue = -0.48292 hartree
KS eigenvalue + I = 4.6e-05 hartree
lower KS eigenvalue = -1.07432 hartree
lower KS eigenvalue + second removal energy = 0.20564 hartree
sqrt(2I) = 0.98282 1/bohr
x (bohr), n (1/bohr), rate -n'/(2n) (1/bohr), ion share, KS share:
  1.5  3.900e-01  0.4234  0.70080  0.72002
  3.0  4.290e-02  0.9244  0.92684  0.93399
  4.5  2.342e-03  0.9852  0.98624  0.98387
  6.0  1.221e-04  0.9832  0.99776  0.99615
  7.5  6.406e-06  0.9824  0.99964  0.99909
I from the rate at 7.5 bohr = 0.4826 hartree
x (bohr), v_ext (hartree), v_s (hartree):
  0.0  -2.00000  -1.32958
  1.5  -1.13957  -0.90628
  3.0  -0.21080  -0.16323
  4.5  -0.01266  -0.00916
  6.0  -0.00025  -0.00069
  7.5  -0.00000  -0.00025
Coulomb tail: kappa = 0.80 1/bohr, Q = 1.0, r = 40 bohr
  u'/u integrated, l=0: -0.76863 1/bohr
  u'/u integrated, l=1: -0.76941 1/bohr
  u'/u from formula: -0.76875 1/bohr
coupled channels: I_0 = 0.125, I_1 = 1.125 hartree, r = 60 bohr
  coupling d/r^2 with d = 1.0 hartree bohr^2
  f_1/f_0 solved: -2.8278e-04
  f_1/f_0 from formula: -2.7778e-04
  ratio of the uncoupled exponentials: 8.8e-27
all assertions hold
```
